# Hole-density oscillation in Kr⁺ after sudden 4p ionization

## The question

A krypton atom has a filled 4p shell. At $t=0$ a short pulse polarized along $z$ removes one 4p electron with orbital projection $m=0$ and spin down. The ion is left in a coherent superposition of its two lowest levels, which have a hole in $4p_{3/2}$ (total angular momentum $J=3/2$) or in $4p_{1/2}$ ($J=1/2$). The levels are separated by $\Delta E=0.67$ eV.

Use the following model.

- The removal is sudden: it takes a time much shorter than any motion of the hole, and it does not act on spin.
- The other electrons stay in their orbitals, and no field acts after $t=0$.
- All 4p orbitals share one normalized radial function $R(r)$.
- Spin-orbit coupling in the shell is $H=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ with $\zeta>0$. Angular momenta are in units of $\hbar$.

States of the ion are written $|M_L,\uparrow\rangle$ or $|M_L,\downarrow\rangle$, where the labels are the projections of the ion's own orbital and spin angular momentum. The filled shell has zero total projection, so removing an electron with projections $(m,m_s)$ leaves $M_L=-m$ and $M_S=-m_s$. The initial state is therefore $|0\uparrow\rangle$. Take $h=4.13567$ eV fs and $\hbar=0.65821$ eV fs.

The parts ask for (a) the level order, (b) the initial superposition, (c) the motion and its period, (d) the hole density, (e) its shape, (f) the spin, and (g) the effect of incomplete coherence.

## (a) Level order

**Which level of the ion is lower, and what is $\zeta$?**

**Answer.** The Coulomb repulsion within the shell does not split the six states of $4p^5$. They form a single term with $L=1$ and $S=1/2$, and the repulsion is unchanged by separate rotations of space and spin. Only $H$ splits them in this model.

Let $h_{pq}$ be the matrix of $\zeta\,\mathbf l\cdot\mathbf s$ for one electron, $a_q$ the operator that removes an electron from spin-orbital $q$, and $|F\rangle$ the filled shell. Then

$$H=\sum_{pr}h_{pr}a_p^\dagger a_r,\qquad [a_p^\dagger a_r,a_q]=-\delta_{pq}a_r .$$

On the filled shell $H$ gives the trace of $h$, which is zero because $\mathbf l\cdot\mathbf s$ is traceless. Hence

$$H a_q|F\rangle=[H,a_q]|F\rangle=-\sum_r h_{qr}\,a_r|F\rangle .$$

The matrix for one hole is $-h^{T}$. The same argument turns each component of the total angular momenta $\mathbf L$ and $\mathbf S$ into minus the transpose of its one-electron matrix. In the product $\mathbf L\cdot\mathbf S$ the two minus signs cancel, so it is represented by $(\mathbf l\cdot\mathbf s)^T$. The spin-orbit operator of the ion is therefore

$$H=-\zeta\,\mathbf L\cdot\mathbf S .$$

From $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right].$$

With $L(L+1)=2$ and $S(S+1)=3/4$, this is $\tfrac12(\tfrac{15}{4}-\tfrac{11}{4})=\tfrac12$ for $J=3/2$ and $\tfrac12(\tfrac34-\tfrac{11}{4})=-1$ for $J=1/2$. Thus

$$E_{3/2}=-\frac{\zeta}{2},\qquad E_{1/2}=+\zeta,\qquad \Delta E=E_{1/2}-E_{3/2}=\frac{3\zeta}{2}.$$

The $J=3/2$ level is lower. This is the reverse of the order for a single p electron, because a hole is the absence of an electron. The coupling constant is $\zeta=2(0.67)/3=0.447$ eV.

## (b) The initial superposition

**Express $|0\uparrow\rangle$ in the states of definite $J$, and give the two populations.**

**Answer.** The state $|0\uparrow\rangle$ has $M_J=1/2$. The other product state with this projection is $|1\downarrow\rangle$. Start from the top state $|J=\tfrac32,M_J=\tfrac32\rangle=|1\uparrow\rangle$ and apply $J_-=L_-+S_-$. The general factor is $\sqrt{J(J+1)-M(M-1)}$. It equals $\sqrt3$ for $J=M=3/2$, $\sqrt2$ for $L=M_L=1$, and 1 for spin up. Therefore

$$\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0\uparrow\rangle+|1\downarrow\rangle .$$

Dividing by $\sqrt3$, and choosing the $J=1/2$ state orthogonal to the result, gives

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle,$$

$$|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac13}\,|0\uparrow\rangle+\sqrt{\tfrac23}\,|1\downarrow\rangle .$$

The overall sign of the second state is a convention. It drops out of every observable below, provided the same choice is kept throughout, including in the state written in part (g). The coefficients of $|0\uparrow\rangle$ are the overlaps needed for the inverse relation:

$$|0\uparrow\rangle=\sqrt{\tfrac23}\,|\tfrac32,\tfrac12\rangle-\sqrt{\tfrac13}\,|\tfrac12,\tfrac12\rangle .$$

The populations are $2/3$ in $J=3/2$ and $1/3$ in $J=1/2$. The minus sign matters: it makes the two $|1\downarrow\rangle$ contributions, $+\sqrt2/3$ and $-\sqrt2/3$, cancel at $t=0$.

## (c) Motion and period

**Find the probability $P_0(t)$ that the hole is in the $m=0$ orbital, and the period of its motion.**

**Answer.** Each level acquires its own phase. With $\omega=\Delta E/\hbar$ and the common factor $e^{-iE_{3/2}t/\hbar}$ taken out,

$$|\Psi(t)\rangle=e^{-iE_{3/2}t/\hbar}\left[\sqrt{\tfrac23}\,|\tfrac32,\tfrac12\rangle-\sqrt{\tfrac13}\,e^{-i\omega t}|\tfrac12,\tfrac12\rangle\right].$$

Inserting the states of part (b), the amplitudes inside the bracket are

$$c_0=\frac23+\frac13e^{-i\omega t},\qquad c_1=\frac{\sqrt2}{3}\left(1-e^{-i\omega t}\right)$$

for $|0\uparrow\rangle$ and $|1\downarrow\rangle$. Their squared moduli are

$$P_0=\frac49+\frac19+2\cdot\frac23\cdot\frac13\cos\omega t=\frac59+\frac49\cos\omega t,$$

$$P_1=\frac29\left(2-2\cos\omega t\right)=\frac49\left(1-\cos\omega t\right).$$

They add to 1. The motion repeats when $\omega t=2\pi$, so

$$T=\frac{2\pi}{\omega}=\frac{h}{\Delta E}=\frac{4.13567\ \text{eV fs}}{0.67\ \text{eV}}=6.17\ \text{fs}\approx6.2\times10^{-15}\ \text{s}.$$

If 0.67 eV is a value rounded to two decimals, the splitting lies between 0.665 and 0.675 eV and the period between 6.22 and 6.13 fs. The rounding thus leaves the period uncertain by about 0.05 fs either way, so the period is known as 6.2 fs. The times given below to three digits take 0.67 eV as exact and carry the same relative uncertainty of about 0.7%; $T/2$, for example, lies between 3.06 and 3.11 fs.

The ratio $\hbar/\Delta E=0.98$ fs is a different quantity: the time in which the relative phase advances by one radian. A full cycle takes $2\pi$ times longer.

Two limits check the formula. For $\zeta\to0$ the period grows without bound and $P_0$ stays at 1: without spin-orbit coupling the hole does not move in this model. For $\omega t\ll1$, $\cos\omega t\approx1-\omega^2t^2/2$ gives $P_0\approx1-\tfrac29\omega^2t^2$. The departure is quadratic in time, so a removal much shorter than $1/\omega$ can be treated as sudden.

## (d) The hole density

**Derive the hole density $\rho(r,\theta,t)$, defined as the electron density of the filled shell minus that of the ion. Would it change if the removed electron had spin up?**

**Answer.** By the labelling rule, $|0\uparrow\rangle$ lacks the electron $(m=0,\downarrow)$ and $|1\downarrow\rangle$ lacks the electron $(m=-1,\uparrow)$. The expectation value of the density in $|\Psi(t)\rangle$ could contain a cross term proportional to $c_0^*c_1$. It vanishes: the density operator, summed over spin, does not change $M_S$, whereas the two ion states have $M_S=+1/2$ and $-1/2$. What remains is the sum of two orbital densities,

$$\rho=R(r)^2\left[P_0|Y_{1,0}|^2+P_1|Y_{1,-1}|^2\right].$$

With $|Y_{1,0}|^2=\frac{3}{4\pi}\cos^2\theta$ and $|Y_{1,\pm1}|^2=\frac{3}{8\pi}\sin^2\theta$,

$$\rho(r,\theta,t)=R(r)^2\left[\frac{3}{4\pi}P_0(t)\cos^2\theta+\frac{3}{8\pi}P_1(t)\sin^2\theta\right].$$

The density does not depend on the azimuth. Over all directions $\cos^2\theta$ integrates to $4\pi/3$ and $\sin^2\theta$ to $8\pi/3$, so the bracket integrates to $P_0+P_1=1$: one electron is missing at all times.

The interference of the two levels has not been lost. It sits in the $\cos\omega t$ of $P_0$ and $P_1$. The cross term that vanishes is the one between the two product states.

If the removed electron has spin up, the ion starts in $|0\downarrow\rangle$. Raising from $|-1\downarrow\rangle$ with $J_+$ gives

$$|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac23}\,|0\downarrow\rangle+\sqrt{\tfrac13}\,|-1\uparrow\rangle,$$

with the same coefficients as before. The populations and $P_0(t)$ are unchanged, and $|Y_{1,1}|^2=|Y_{1,-1}|^2$, so the density is the same. An unpolarized sample, in which either spin is removed with equal probability, therefore shows the full charge oscillation, provided only $m=0$ electrons are removed. A real pulse also removes some $m=\pm1$ electrons. For one spin these leave a stationary state with $|M_J|=3/2$ and $P_0=0$; for the other they give $P_0=\frac49(1-\cos\omega t)$, in antiphase. With incoherent weights $w_0$ for $m=0$ and $w_1$ for each of $m=\pm1$, the swing of $P_0$ is $\frac89(w_0-w_1)$: 0.62 for $w_0=0.8$, 0.089 for $w_0=0.4$, and zero when all three orbitals are emptied equally.

The factor $R(r)^2$ stands outside the bracket because both levels were given the same radial function. If the functions differ, the static and oscillating terms contain their squares and their product respectively, and the density no longer factorizes; the exactly spherical shape found in part (e) also rests on the shared radial function. The period is still $h/\Delta E$.

## (e) The shape of the hole

**When is the hole spherical? Does it ever become a pure ring around the $z$ axis? Find $\langle\cos^2\theta\rangle$ and tabulate the motion over half a period.**

**Answer.** The bracket in $\rho$ is independent of $\theta$ when the coefficients of $\cos^2\theta$ and $\sin^2\theta$ are equal:

$$\frac{3}{4\pi}P_0=\frac{3}{8\pi}P_1\quad\Rightarrow\quad P_1=2P_0\quad\Rightarrow\quad P_0=\frac13 .$$

Then $\frac59+\frac49\cos\omega t=\frac39$, so $\cos\omega t=-\frac12$. This happens at $t=T/3$ and $2T/3$, that is at 2.06 and 4.12 fs.

A pure ring requires $P_0=0$. The amplitude $c_0$ is a sum of two terms of moduli $2/3$ and $1/3$, which cannot cancel. Its smallest modulus is $1/3$, reached at $t=T/2=3.09$ fs, where $P_0=1/9$. The hole is then mostly a ring, with one ninth of its weight still in the lobes along $z$.

For the mean of $\cos^2\theta$, the $m=0$ density gives

$$\frac{3}{4\pi}\,2\pi\int_{-1}^{1}x^4\,dx=\frac32\cdot\frac25=\frac35,$$

and the $|m|=1$ density gives

$$\frac{3}{8\pi}\,2\pi\int_{-1}^{1}(1-x^2)x^2\,dx=\frac34\left(\frac23-\frac25\right)=\frac15 .$$

Hence

$$\langle\cos^2\theta\rangle=\frac{3P_0+P_1}{5}=\frac{1+2P_0}{5}.$$

In the table, "pole" and "equator" are the angular density, the bracket in $\rho$, at $\theta=0$ and $\theta=\pi/2$, per steradian.

| $t/T$ | $t$ (fs) | $P_0$ | pole | equator | $\langle\cos^2\theta\rangle$ |
|---|---|---|---|---|---|
| 0 | 0 | 1.000 | 0.239 | 0 | 0.600 |
| 1/6 | 1.03 | 0.778 | 0.186 | 0.027 | 0.511 |
| 1/4 | 1.54 | 0.556 | 0.133 | 0.053 | 0.422 |
| 1/3 | 2.06 | 0.333 | 0.080 | 0.080 | 0.333 |
| 1/2 | 3.09 | 0.111 | 0.027 | 0.106 | 0.244 |

The second half of the cycle retraces the first, since $\cos\omega(T-t)=\cos\omega t$. At $T/2$ the equatorial density is four times the polar one, because $P_1/(2P_0)=(8/9)/(2/9)=4$. At $T/3$ both equal $1/(4\pi)=0.080$ per steradian.

Averaged over a period, $P_0$ is $5/9$, not the spherical value $1/3$. The time-averaged hole therefore remains elongated along $z$, with $\langle\cos^2\theta\rangle=0.42$.

The numerical output gives these values from a propagation of the five-electron ion in the full space of six spin-orbitals. The period read from successive crossings of that signal is 6.17 fs, in agreement with $h/\Delta E$.

## (f) The spin

**Find $\langle S_z\rangle$ of the ion. What balances its change?**

**Answer.** The state $|0\uparrow\rangle$ has $S_z=+\hbar/2$ and $L_z=0$, while $|1\downarrow\rangle$ has $S_z=-\hbar/2$ and $L_z=\hbar$. Hence

$$\langle S_z\rangle=\frac{\hbar}{2}(P_0-P_1),\qquad \langle L_z\rangle=\hbar P_1,$$

$$\langle S_z\rangle+\langle L_z\rangle=\frac{\hbar}{2}(P_0+P_1)=\frac{\hbar}{2}.$$

The sum is constant, as it must be for a coupling that conserves $J_z$. The spin falls from $+0.50\hbar$ at $t=0$ to $-0.39\hbar$ at $T/2$, and the orbital motion takes up the difference of $0.89\hbar$. The change of hole shape and the spin reversal are one process: the hole can leave the $m=0$ orbital only by exchanging one unit of angular momentum with the spin.

If the removed electron has the other spin, all projections change sign. In an unpolarized sample the mean spin is therefore zero at all times, although the density oscillates as before.

## (g) Other populations and incomplete coherence

**The photoelectron may carry information about the level in which it left the ion. Let the state after ionization be**

$$\sqrt p\,|\tfrac32,\tfrac12\rangle|\chi_3\rangle-\sqrt{1-p}\,|\tfrac12,\tfrac12\rangle|\chi_1\rangle,$$

**with normalized photoelectron states of real overlap $\langle\chi_3|\chi_1\rangle=g$, $0\le g\le1$. Find $P_0(t)$. Evaluate it for $p=2/3$ and the model value $g=0.6$, and find the populations for which a fully coherent hole does become a pure ring.**

**Answer.** Once the photoelectron no longer interacts with the ion, $\chi_3$ and $\chi_1$ evolve under the same Hamiltonian and their overlap stays constant. It is enough to follow the ion. Projecting on $|0\uparrow\rangle$ with the coefficients of part (b), and dropping the common phase, leaves the photoelectron vector

$$\sqrt{\frac{2p}{3}}\,|\chi_3\rangle+\sqrt{\frac{1-p}{3}}\,e^{-i\omega t}|\chi_1\rangle .$$

The plus sign is the product of two minus signs, one from the state and one from the coefficient $-\sqrt{1/3}$. The photoelectron is not observed, so $P_0$ is the squared norm of this vector:

$$P_0=\frac{2p}{3}+\frac{1-p}{3}+2g\,\frac{\sqrt{2p(1-p)}}{3}\cos\omega t$$

$$\phantom{P_0}=\frac{1+p}{3}+\frac{2\sqrt2}{3}\,g\sqrt{p(1-p)}\,\cos\omega t .$$

For $p=2/3$, $\sqrt{p(1-p)}=\sqrt2/3$ and

$$P_0=\frac59+\frac49\,g\cos\omega t,$$

which returns the result of part (c) when $g=1$. With $g=0.6$, $P_0$ swings between 0.822 and 0.289 instead of between 1 and 0.111. The period is unchanged. The hole still passes through the spherical shape, since 0.289 is below $1/3$. For $p=2/3$ this needs $\frac59-\frac49g\le\frac13$, or $g\ge\frac12$. For other populations, setting the minimum of $P_0$ at or below $1/3$ gives $g\ge\sqrt{p/[8(1-p)]}$, which can be met only for $p\le 8/9$. With $g=0$ the density is static at $P_0=0.556$, even though both levels are populated. Populations alone do not make the hole move.

For $g=1$ a pure ring requires the two terms to cancel at $\omega t=\pi$, so $2p=1-p$ and $p=1/3$. Then $P_0=\frac49(1+\cos\omega t)$, which reaches zero at $T/2$ but starts from $8/9$, not from 1. The splitting fixes the period. The size of the oscillation depends on how the superposition was prepared.

A spread in ionization times also weakens the oscillation. Suppose that each removal is sudden, but that its time $t_0$ is spread evenly over an interval $\tau$ centred on zero, with no coherence between different times. For $p=2/3$ and $g=1$, and for times $t>\tau/2$, when every removal has taken place, the cosine is replaced by its average. Writing $\cos\omega(t-t_0)=\cos\omega t\cos\omega t_0+\sin\omega t\sin\omega t_0$, the term odd in $t_0$ integrates to zero, and

$$\frac1\tau\int_{-\tau/2}^{\tau/2}\cos\omega(t-t_0)\,dt_0=\frac{\sin(\omega\tau/2)}{\omega\tau/2}\,\cos\omega t .$$

The factor is close to 1 for $\tau\ll T$ and first vanishes at $\tau=T$. It is 0.64 at $\tau=T/2$, and beyond $\tau=T$ only weak remnants return, the largest being $-0.22$ near $\tau=1.43\,T$. For a single even window of ionization times, a strong oscillation therefore requires a window shorter than about half of 6.2 fs. The rule concerns the relative phases, not the total duration: short bursts spaced by exactly $T$ keep the full oscillation.

## Numbers as computed

```
Level splitting (input): 0.67 eV
Spin-orbit constant zeta: 0.4467 eV
Ion level J=3/2: -0.2233 eV
Ion level J=1/2: 0.4467 eV
Initial population of J=3/2: 0.6667
Initial population of J=1/2: 0.3333
Planck constant h: 4.13567 eV fs
Reduced constant hbar: 0.65821 eV fs
Angular frequency: 1.0179 rad/fs
Time for one radian, hbar/dE: 0.9824 fs
Period h/dE: 6.1726 fs = 6.1726e-15 s
Period from propagated signal: 6.1726 fs
Period for 0.005 eV larger splitting: 6.127 fs
Period for 0.005 eV smaller splitting: 6.219 fs
Table from propagation: densities in 1/sr, Sz in hbar
t/T     t(fs)   P0      P1      pole    equator <cos^2> <Sz>
 0.0000  0.0000  1.0000  0.0000  0.2387  0.0000  0.6000  0.5000
 0.1667  1.0288  0.7778  0.2222  0.1857  0.0265  0.5111  0.2778
 0.2500  1.5432  0.5556  0.4444  0.1326  0.0531  0.4222  0.0556
 0.3333  2.0575  0.3333  0.6667  0.0796  0.0796  0.3333 -0.1667
 0.5000  3.0863  0.1111  0.8889  0.0265  0.1061  0.2444 -0.3889
 0.6667  4.1151  0.3333  0.6667  0.0796  0.0796  0.3333 -0.1667
 0.7500  4.6295  0.5556  0.4444  0.1326  0.0531  0.4222  0.0556
 1.0000  6.1726  1.0000  0.0000  0.2387  0.0000  0.6000  0.5000
Spherical density 1/(4 pi): 0.0796 1/sr
Photoelectron overlap g (model input): 0.6
P0 at t=0 with this g, p=2/3: 0.8222
P0 at t=T/2 with this g, p=2/3: 0.2889
Static P0 for g=0, p=2/3: 0.5556
```
